# Gamma-only transmission and transverse k averaging for chains between planar electrodes: verification in Python

```python
# Result under test: for atomic chains repeated every N edge sites between two
# square-lattice half-planes, transmission per chain is the average of T_N(k)
# over the transverse Bloch phase k. Relative to one isolated chain, the
# Gamma-only error scales as N^(-3/2), the k-averaged error as N^(-3).
# Symbols: t electrode hopping, tc chain hopping, v contact hopping (all eV,
# entering H with a minus sign), E energy, q transverse wave number per site,
# g edge-site Green function (1/eV), S(Y) edge propagator over Y sites,
# q0 transverse wave number of the subband edge, M number of k points.
import numpy as np
from scipy import constants
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu

t, tc, v, E0 = 1.0, 1.0, 0.5, 0.5


def semi_infinite_g(eps):
    eps = np.asarray(eps) + 0j
    return (eps - np.sqrt(eps - 2*t)*np.sqrt(eps + 2*t))/(2*t*t)


def supercell_g(E, N, k):
    k = np.atleast_1d(k)
    q = (k[:, None] + 2*np.pi*np.arange(N)[None, :])/N
    return semi_infinite_g(E + 2*t*np.cos(q)).mean(axis=1)


def transmission(E, g):
    sigma = v*v*g
    gamma = -2*np.imag(sigma)
    a = E - sigma
    return (gamma*tc**2)**2/np.abs(a*(E*a - 2*tc**2))**2


def T_of_k(E, N, k):
    return transmission(E, supercell_g(E, N, k))


def edge_q(E):
    return np.arccos(1 - E/(2*t))


def unit_rule(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1)/2, w/2


RULE_K, RULE_Q = unit_rule(120), unit_rule(1000)


def split_rule(split, rule):
    # quadrature on [0, pi], regularizing square roots at the split point
    s, w = rule
    angle = np.pi*s/2
    points, weights = [], []
    for a, b in ((0.0, split), (split, np.pi)):
        points.append(a + (b - a)*np.sin(angle)**2)
        weights.append((b - a)*np.sin(2*angle)*np.pi/2*w)
    return np.concatenate(points), np.concatenate(weights)


def k_rule(E, N):
    phase = N*edge_q(E)
    split = abs((phase + np.pi) % (2*np.pi) - np.pi)
    return split_rule(split, RULE_K)


def T_average(E, N):
    k, w = k_rule(E, N)
    return np.dot(w, T_of_k(E, N, k))/np.pi


def edge_propagator(z, Y):
    q, w = split_rule(edge_q(np.real(z)), RULE_Q)
    return np.dot(w, semi_infinite_g(z + 2*t*np.cos(q))*np.cos(q*Y))/np.pi


def T_isolated(E):
    return transmission(E, edge_propagator(E, 0))


def T_decimation(E, N, positions, k):
    # full electrode supercell, numerical surface Green function, full trace
    H0 = np.zeros((N, N), complex)
    for y in range(N):
        hop = -t*(np.exp(1j*k) if y == N - 1 else 1.0)
        H0[y, (y + 1) % N] += hop
        H0[(y + 1) % N, y] += np.conj(hop)
    z = (E + 1e-7j)*np.eye(N)
    surface, bulk = H0.copy(), H0.copy()
    a = -t*np.eye(N, dtype=complex)
    b = a.copy()
    for _ in range(60):
        r = np.linalg.inv(z - bulk)
        arb, bra = a @ r @ b, b @ r @ a
        surface = surface + arb
        bulk = bulk + arb + bra
        a, b = a @ r @ a, b @ r @ b
        if max(np.abs(a).max(), np.abs(b).max()) < 1e-14:
            break
    else:
        raise RuntimeError("decimation did not converge")
    gs = np.linalg.inv(z - surface)
    c = len(positions)
    H = np.kron(np.eye(c), -tc*(np.eye(3, k=1) + np.eye(3, k=-1)))
    left = np.zeros((N, 3*c))
    right = np.zeros((N, 3*c))
    for i, y in enumerate(positions):
        left[y, 3*i] = -v
        right[y, 3*i + 2] = -v
    SL, SR = left.T @ gs @ left, right.T @ gs @ right
    G = np.linalg.inv(E*np.eye(3*c) - H - SL - SR)
    GL, GR = 1j*(SL - SL.conj().T), 1j*(SR - SR.conj().T)
    return np.trace(GL @ G @ GR @ G.conj().T).real


# Closed transmission formula against complete supercell calculations
dev_T = max(abs(T_decimation(E, N, [0], k) - T_of_k(E, N, k)[0])
            for E in (0.5, 1.3) for N in (1, 2, 3, 5) for k in (0.0, 0.7, 1.9))
assert dev_T < 1e-5

# One Gamma-only cell with several chains against a k mesh of the small cell
fold_N, fold_M = 3, 4
T_fold = T_decimation(E0, fold_N*fold_M,
                      [fold_N*j for j in range(fold_M)], 0.0)/fold_M
T_mesh = T_of_k(E0, fold_N, 2*np.pi*np.arange(fold_M)/fold_M).mean()
assert abs(T_fold - T_mesh) < 1e-5

# Edge propagator against a finite two-dimensional patch at complex energy
width, depth, z_test = 81, 60, E0 + 0.6j


def path(n):
    return diags([-t*np.ones(n - 1), -t*np.ones(n - 1)], [-1, 1])


H_patch = kron(identity(depth), path(width)) + kron(path(depth), identity(width))
source = np.zeros(width*depth, complex)
source[width//2] = 1
column = splu((z_test*identity(width*depth) - H_patch).tocsc()).solve(source)
dev_patch = max(abs(column[width//2 + Y] - edge_propagator(z_test, Y))
                for Y in (0, 1, 3))
assert dev_patch < 1e-6

# Image sum, its zero k average, and the long-distance form
g_inf = edge_propagator(E0, 0)
T_inf = T_isolated(E0)
image_N, image_k = 6, 0.8
image_sum = g_inf + 2*sum(edge_propagator(E0, m*image_N)*np.cos(m*image_k)
                          for m in range(1, 51))
dev_image = abs(image_sum - supercell_g(E0, image_N, image_k)[0])
assert dev_image < 1e-3  # truncated oscillating tail of the image sum
k, w = k_rule(E0, 4)
dev_mean_g = abs(np.dot(w, supercell_g(E0, 4, k))/np.pi - g_inf)
assert dev_mean_g < 1e-10
q0 = edge_q(E0)
Y_far = 200
S_far = edge_propagator(E0, Y_far)
S_form = (np.sqrt(np.sin(q0)/(2*np.pi))/t
          * np.exp(1j*(q0*Y_far + np.pi/4))*Y_far**-1.5)
assert abs(S_far/S_form - 1) < 0.01


# Measured exponents: windows average over the oscillation of the error
def exponent(error, start):
    rms = [np.sqrt(np.mean([error(n)**2 for n in range(s, 2*s)]))
           for s in (start, 8*start)]
    return np.log(rms[1]/rms[0])/np.log(8)


T4 = T_average(E0, 4)


def mesh_T(M):
    return T_of_k(E0, 4, 2*np.pi*np.arange(M)/M).mean()


p_gamma = exponent(lambda N: T_of_k(E0, N, 0.0)[0] - T_inf, 20)
p_average = exponent(lambda N: T_average(E0, N) - T_inf, 20)
p_mesh = exponent(lambda M: mesh_T(M) - T4, 40)
assert abs(p_gamma + 1.5) < 0.2
assert abs(p_average + 3.0) < 0.25
assert abs(p_mesh + 1.5) < 0.2

# Practical widths: compare root-mean-square errors and the closed Gamma point
widths = np.arange(4, 33)
rms_gamma = np.sqrt(np.mean([(T_of_k(E0, N, 0.0)[0] - T_inf)**2 for N in widths]))
rms_average = np.sqrt(np.mean([(T_average(E0, N) - T_inf)**2 for N in widths]))
assert rms_gamma > 5*rms_average
assert T_of_k(E0, 1, 0.0)[0] < 1e-12 < 1e-3 < T_average(E0, 1)

print(f"t = {t:.1f} eV, tc = {tc:.1f} eV, v = {v:.1f} eV, E = {E0:.1f} eV")
print(f"subband edge q0 = {q0:.5f} rad per site")
print(f"isolated edge g = {g_inf.real:.6f} {g_inf.imag:+.6f}i 1/eV")
sig = v*v*g_inf
print(f"isolated self-energy = {sig.real:.6f} {sig.imag:+.6f}i eV")
print(f"isolated broadening Gamma = {-2*sig.imag:.6f} eV")
print(f"isolated-chain T = {T_inf:.6f}")
print("Width N | T Gamma-only | T k-averaged | errors in % of isolated T")
for N in (1, 2, 3, 4, 5, 6, 8, 12, 16, 32):
    a, b = T_of_k(E0, N, 0.0)[0], T_average(E0, N)
    print(f"{N:3d} | {a:.6f} | {b:.6f} | {100*(a/T_inf-1):+.3f} "
          f"| {100*(b/T_inf-1):+.4f}")
print("N = 4: k phase / pi | T(k)")
for x in (0.0, 0.25, 0.5, 0.75, 1.0):
    print(f"{x:.2f} | {T_of_k(E0, 4, np.pi*x)[0]:.6f}")
print("N = 4: k points M | mesh T | error in % of converged average")
for M in (1, 2, 4, 8, 16, 32, 64):
    a = mesh_T(M)
    print(f"{M:3d} | {a:.6f} | {100*(a/T4-1):+.4f}")
print("N = 4: E in eV | T Gamma-only | T k-averaged | T isolated")
for E in (0.25, 0.75, 1.0, 1.5):
    print(f"{E:.2f} | {T_of_k(E, 4, 0.0)[0]:.6f} | {T_average(E, 4):.6f} "
          f"| {T_isolated(E):.6f}")
G0 = 2*constants.e**2/constants.h*1e6
print(f"conductance quantum 2e^2/h = {G0:.4f} microsiemens")
print(f"N = 4 conductance, Gamma-only = {G0*T_of_k(E0,4,0.0)[0]:.4f} microsiemens")
print(f"N = 4 conductance, k-averaged = {G0*T4:.4f} microsiemens")
print(f"isolated-chain conductance = {G0*T_inf:.4f} microsiemens")
print(f"exponent of Gamma-only error in N = {p_gamma:.3f}")
print(f"exponent of k-averaged error in N = {p_average:.3f}")
print(f"exponent of mesh error in M at N = 4: {p_mesh:.3f}")
print(f"rms T error, N = 4 to 32: Gamma {rms_gamma:.6f}, average {rms_average:.6f}")
print(f"|S({Y_far})| = {abs(S_far):.4e} 1/eV, asymptotic {abs(S_form):.4e} 1/eV")
print(f"three chains apart: N = {fold_N}, M = {fold_M}; supercell T per chain "
      f"= {T_fold:.6f}, mesh T = {T_mesh:.6f}")
print(f"largest T deviation from decimation = {dev_T:.1e}")
print(f"largest g deviation from finite patch = {dev_patch:.1e} 1/eV")
print("done: every assertion held")
```

Running it gives:

```
t = 1.0 eV, tc = 1.0 eV, v = 0.5 eV, E = 0.5 eV
subband edge q0 = 0.72273 rad per site
isolated edge g = 0.117172 -0.616869i 1/eV
isolated self-energy = 0.029293 -0.154217i eV
isolated broadening Gamma = 0.308435 eV
isolated-chain T = 0.124280
Width N | T Gamma-only | T k-averaged | errors in % of isolated T
  1 | 0.000000 | 0.150587 | -100.000 | +21.1675
  2 | 0.031429 | 0.144432 | -74.711 | +16.2150
  3 | 0.122958 | 0.125202 | -1.064 | +0.7425
  4 | 0.130494 | 0.124254 | +5.001 | -0.0202
  5 | 0.139585 | 0.124567 | +12.315 | +0.2315
  6 | 0.138674 | 0.124552 | +11.582 | +0.2196
  8 | 0.129352 | 0.124294 | +4.081 | +0.0114
 12 | 0.123955 | 0.124292 | -0.261 | +0.0096
 16 | 0.127390 | 0.124288 | +2.503 | +0.0067
 32 | 0.125397 | 0.124281 | +0.899 | +0.0014
N = 4: k phase / pi | T(k)
0.00 | 0.130494
0.25 | 0.129402
0.50 | 0.125505
0.75 | 0.117382
1.00 | 0.128285
N = 4: k points M | mesh T | error in % of converged average
  1 | 0.130494 | +5.0218
  2 | 0.129390 | +4.1329
  4 | 0.127447 | +2.5697
  8 | 0.125420 | +0.9380
 16 | 0.124193 | -0.0492
 32 | 0.124406 | +0.1222
 64 | 0.124267 | +0.0101
N = 4: E in eV | T Gamma-only | T k-averaged | T isolated
0.25 | 0.292200 | 0.331351 | 0.329713
0.75 | 0.093333 | 0.078997 | 0.078389
1.00 | 0.100684 | 0.079673 | 0.078780
1.50 | 0.726466 | 0.575417 | 0.574572
conductance quantum 2e^2/h = 77.4809 microsiemens
N = 4 conductance, Gamma-only = 10.1108 microsiemens
N = 4 conductance, k-averaged = 9.6274 microsiemens
isolated-chain conductance = 9.6293 microsiemens
exponent of Gamma-only error in N = -1.448
exponent of k-averaged error in N = -3.019
exponent of mesh error in M at N = 4: -1.494
rms T error, N = 4 to 32: Gamma 0.005828, average 0.000079
|S(200)| = 1.1472e-04 1/eV, asymptotic 1.1471e-04 1/eV
three chains apart: N = 3, M = 4; supercell T per chain = 0.125076, mesh T = 0.125076
largest T deviation from decimation = 2.9e-08
largest g deviation from finite patch = 5.7e-14 1/eV
done: every assertion held
```
